# Counting the dipole-allowed level pairs between 4d² and 4d4f

## The problem

A free ion has closed shells and two further electrons. Its lower configuration is $4d^2$ and its upper configuration is $4d4f$. The electrons repel each other, and each has spin–orbit coupling of a strength that is not assumed small. How many pairs of levels, one from each configuration, do the electric-dipole selection rules allow?

A level means a set of $2J+1$ states with the same energy and the same total angular momentum $J$. The nucleus has no spin, there is no external field, and each configuration is treated by itself, without admixture of others. Atomic units are used in the algebra, so the dipole operator is $\mathbf D=-\sum_i\mathbf r_i$.

## A tempting solution

The levels carry names such as $^3F_2$, so it seems natural to use the rules that go with the names. The operator $\mathbf D$ does not act on spin, which gives $\Delta S=0$. It is a vector in orbital space, which gives $\Delta L=0,\pm1$ without $L=0\to0$. In addition $\Delta J=0,\pm1$ without $J=0\to0$.

The terms, which are derived below, are

- $4d^2$: $^1S,\ ^3P,\ ^1D,\ ^3F,\ ^1G$;
- $4d4f$: $P,D,F,G,H$, each as a singlet and as a triplet.

A singlet term has one level, so each allowed pair of singlet terms gives one pair of levels. $^1S$ goes to $^1P$; $^1D$ goes to $^1P,{}^1D,{}^1F$; $^1G$ goes to $^1F,{}^1G,{}^1H$. That makes $1+3+3=7$.

For triplets the upper levels are counted for each lower $J$ in increasing order:

- $^3P$–$^3P$: $1+3+2=6$
- $^3P$–$^3D$: $1+2+3=6$
- $^3F$–$^3D$: $3+2+1=6$
- $^3F$–$^3F$: $2+3+2=7$
- $^3F$–$^3G$: $1+2+3=6$

The triplets give 31 pairs, and the total is $7+31=38$.

## Where it fails

The arithmetic is right, but it answers another question. The rules on $S$ and $L$ hold between states that have definite $S$ and $L$. The Hamiltonian of the problem contains $\sum_i\zeta_i\,\mathbf l_i\cdot\mathbf s_i$, and its eigenstates need not have them.

The two $J=0$ levels of $4d^2$ show this explicitly. For one $d$ electron,

$$
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right]
=\begin{cases}-\tfrac32,& j=\tfrac32\\[2pt] +1,& j=\tfrac52.\end{cases}
$$

Two $d$ electrons can form $J=0$ as $(\tfrac32)^2$ or as $(\tfrac52)^2$. In this two-dimensional space the spin–orbit operator therefore has the eigenvalues $-3\zeta$ and $+2\zeta$, where $\zeta$ is the $4d$ constant. Its trace is $-\zeta$ and its determinant is $-6\zeta^2$.

Now take the same space in the basis $^1S_0,{}^3P_0$. The diagonal element for $^1S_0$ is zero, because a spin vector has no expectation value in a state with $S=0$. The trace then makes the other diagonal element $-\zeta$. If $V$ is the off-diagonal element, the determinant gives

$$
0\cdot(-\zeta)-|V|^2=-6\zeta^2,\qquad |V|=\sqrt6\,\zeta .
$$

Spin–orbit coupling thus joins a singlet to a triplet. One of the true levels has the form

$$
|a\rangle=\cos\alpha\,|{}^3P_0\rangle+\sin\alpha\,|{}^1S_0\rangle ,\qquad \alpha\neq0 .
$$

An upper level with $J=1$ is likewise a mixture $c_1|{}^1P_1\rangle+c_2|{}^3P_1\rangle+c_3|{}^3D_1\rangle$. For real coefficients the dipole amplitude between the two is

$$
c_1\sin\alpha\,\langle{}^1P_1|D|{}^1S_0\rangle
+\cos\alpha\left(c_2\langle{}^3P_1|D|{}^3P_0\rangle+c_3\langle{}^3D_1|D|{}^3P_0\rangle\right).
$$

The pair named $^3P_0$–$^1P_1$ is absent from the list of 38, yet no symmetry makes this amplitude vanish. Now let the spin–orbit constants of $4d$ and $4f$ be reduced together in a fixed ratio, so that $\zeta$ sets the scale of both. When they are small compared with the term separations, $\alpha$, $c_2$ and $c_3$ are proportional to $\zeta$ for this pair. The line strength then falls as $\zeta^2$, and in the limit $\zeta\to0$ the rule on spin returns. The count 38 belongs to that limit.

## The rules that remain

**Parity.** Inversion multiplies an orbital of angular momentum $l$ by $(-1)^l$. A two-electron state made from such orbitals has parity $(-1)^{l_1+l_2}$:

$$
4d^2:\ (-1)^{2+2}=+1,\qquad 4d4f:\ (-1)^{2+3}=-1 .
$$

The parity is fixed by the $l$ values and not by the total $L$. This is why $^1D$–$^1D$ was allowed above. Since $\mathbf D$ changes sign under inversion, it has no matrix elements inside either configuration, while every pair taken from the two configurations passes the parity rule.

**Total angular momentum.** The operator $\mathbf D$ is a vector under rotations generated by $\mathbf J=\mathbf L+\mathbf S$. The three components $D_q$ acting on the states $|J'M'\rangle$ therefore transform like the product of an angular momentum 1 and an angular momentum $J'$. Such a product contains only the values from $|J'-1|$ to $J'+1$. A matrix element with a state of angular momentum $J$ vanishes unless $J$ is among them:

$$
|J-J'|\le1\le J+J' .
$$

The left inequality is the familiar $\Delta J=0,\pm1$. The right one removes $J=J'=0$, because a vector acting on a state with $J'=0$ gives a state with angular momentum 1. These rules use only rotation and inversion symmetry, so they hold for any strength of the spin–orbit coupling.

## Counting the levels

**The configuration $4d^2$.** Exchanging the electrons multiplies an orbital state formed from two equal $l$ by $(-1)^{2l-L}=(-1)^L$. It multiplies the spin state by $(-1)^{1-S}=(-1)^{S+1}$. The whole state must change sign, so

$$
(-1)^{L+S+1}=-1\quad\Longrightarrow\quad L+S\ \text{even}.
$$

With $L=0,\dots,4$ this leaves $^1S,{}^3P,{}^1D,{}^3F,{}^1G$. They contain $1+9+5+21+9=45$ states, equal to the $\binom{10}{2}$ ways of placing two electrons in ten spin-orbitals.

**The configuration $4d4f$.** The electrons occupy different shells. For each orbital and spin coupling an antisymmetric state can be formed, so there is no restriction. $L$ runs from $3-2=1$ to $3+2=5$, with $S=0$ and $S=1$. The number of states is $10\times14=140$.

Let $n(J)$ and $n'(J)$ be the numbers of lower and upper levels. Each triplet term here has $J=L-1,L,L+1$, and each singlet has $J=L$. Sorting by $J$ gives

| $J$ | $4d^2$ levels | $n$ | $4d4f$ levels | $n'$ |
|---|---|---|---|---|
| 0 | $^1S,{}^3P$ | 2 | $^3P$ | 1 |
| 1 | $^3P$ | 1 | $^1P,{}^3P,{}^3D$ | 3 |
| 2 | $^3P,{}^1D,{}^3F$ | 3 | $^1D,{}^3P,{}^3D,{}^3F$ | 4 |
| 3 | $^3F$ | 1 | $^1F,{}^3D,{}^3F,{}^3G$ | 4 |
| 4 | $^3F,{}^1G$ | 2 | $^1G,{}^3F,{}^3G,{}^3H$ | 4 |
| 5 | – | 0 | $^1H,{}^3G,{}^3H$ | 3 |
| 6 | – | 0 | $^3H$ | 1 |

There are 9 lower and 20 upper levels.

It may seem inconsistent to use $L$ and $S$ here after rejecting their selection rules. They serve only as a basis for counting. Spin–orbit coupling commutes with $\mathbf J$, so it mixes states within a given $J$ and cannot change how many independent sets that $J$ has.

The opposite limit, in which each electron first forms its own $j$, confirms this. For $d^2$, antisymmetry allows only even $J$ when both electrons have the same $j$:

$$
(\tfrac32)^2:\ J=0,2;\qquad (\tfrac32,\tfrac52):\ J=1,2,3,4;\qquad(\tfrac52)^2:\ J=0,2,4 .
$$

The numbers for $J=0,\dots,4$ are again $2,1,3,1,2$. For $4d4f$, with the $d$ electron written first,

$$
(\tfrac32,\tfrac52):1\text{–}4,\quad(\tfrac32,\tfrac72):2\text{–}5,\quad(\tfrac52,\tfrac52):0\text{–}5,\quad(\tfrac52,\tfrac72):1\text{–}6 ,
$$

and the numbers for $J=0,\dots,6$ are again $1,3,4,4,4,3,1$.

## The right count

Each lower level with angular momentum $J$ can be paired with upper levels of $J-1$, $J$ and $J+1$, apart from the pair 0–0. Hence

$$
N=\sum_J n(J)\left[n'(J-1)+n'(J)+n'(J+1)\right]-n(0)\,n'(0),
$$

with $n'(-1)=0$. The contributions, after the subtraction in the first line, are

$$
\begin{aligned}
J=0:&\quad 2\,(1+3)-2\cdot1=6\\
J=1:&\quad 1\,(1+3+4)=8\\
J=2:&\quad 3\,(3+4+4)=33\\
J=3:&\quad 1\,(4+4+4)=12\\
J=4:&\quad 2\,(4+4+3)=22
\end{aligned}
$$

$$
N=6+8+33+12+22=81 .
$$

Using $\Delta J=0,\pm1$ without the exclusion of 0–0 would give 83.

## Do all 81 pairs have nonzero strength?

A selection rule says which amplitudes must vanish. It does not prove that the others differ from zero. This was examined by diagonalizing the Hamiltonian in the full spaces of 45 and 140 states, with the parameters given in the next section. The line strength is

$$
\mathcal S_{ab}=\sum_{M,M',q}\left|\langle aJM|D_q|bJ'M'\rangle\right|^2 ,
$$

measured in units of the squared $4d$–$4f$ radial dipole integral.

Of the $9\times20=180$ pairs, the 81 allowed ones all have nonzero strength, the weakest being $1.4\times10^{-4}$. The other 99 have strengths below $10^{-22}$, which is rounding error. Because the levels are separate in energy, the strengths vary continuously with the parameters, so all 81 also remain nonzero for sufficiently small changes of these values. Isolated zeros at other values are not excluded.

The same calculation with states of definite $L$ and $S$ gives 38 nonzero strengths, at just the pairs that the LS rules permit. Mixing opens the other 43. It does so without adding to the total strength, as a direct evaluation shows.

The sum of $\mathcal S_{ab}$ over all pairs is a sum over complete bases of the two configurations, so determinants may be used. A $d$ electron jumps to $f$ while the other $d$ electron stays in one of the 9 remaining spin-orbitals. The jump preserves spin, which gives a factor 2. The orbital factor is

$$
A=\sum_{m,m',q}\left|\langle 2m|C^1_q|3m'\rangle\right|^2 ,
$$

where $C^1_q$ are the spherical components of the unit vector $\mathbf r/r$. Write the square as a double integral over two directions separated by the angle $\gamma$. The sum over $q$ gives $\cos\gamma$, and the addition theorem replaces each sum over $m$ by $(2l+1)P_l(\cos\gamma)/4\pi$. One direction integrates to $4\pi$ and the azimuth of the other to $2\pi$, so with $x=\cos\gamma$

$$
A=\frac{5\cdot7}{(4\pi)^2}\,(4\pi)(2\pi)\int_{-1}^{1}xP_2P_3\,dx
=\frac{35}{2}\int_{-1}^{1}xP_2P_3\,dx .
$$

From $xP_2=(3P_3+2P_1)/5$ and $\int_{-1}^{1} P_3^2\,dx=2/7$, the integral is $6/35$ and $A=3$. The total strength is therefore

$$
\sum_{a,b}\mathcal S_{ab}=9\cdot2\cdot3=54 ,
$$

and the diagonalization gives 54.000000. Spin–orbit coupling redistributes a fixed total over more pairs.

## The case of Sn¹²⁺

Tin has 50 electrons, so Sn¹²⁺ has 38: a krypton-like core of 36 and the open shell $4d^2$. Ions of this kind contribute to the light near 13.5 nm that tin-plasma sources supply for lithography. The parameters are round, rough values for this regime:

- $F^2,F^4(4d4d)=14,\ 9$ eV
- $F^2,F^4(4d4f)=13,\ 8$ eV
- $G^1,G^3,G^5(4d4f)=15,\ 10,\ 7$ eV
- $\zeta_{4d}=0.7$ eV and $\zeta_{4f}=0.05$ eV
- 88 eV between the configuration averages

Here $F^k$ and $G^k$ are the direct and exchange Slater integrals. The separation of 88 eV sets the position of all the lines: changing it by 1 eV moves each of them by roughly 0.13 to 0.19 nm. Their closeness to 13.5 nm is therefore an input of the model, not a result. A radial single-configuration estimate for Sn¹²⁺ puts the separation lower, at roughly 81 to 82 eV, where the lines would lie between about 13.3 and 16.7 nm. The value 88 eV should be read as one that places the model spectrum near 13.5 nm, not as the separation of the isolated configurations. The element found earlier is $\sqrt6\times0.7\ \text{eV}\approx1.7$ eV. How strongly such an element mixes two terms depends on their separation, and the diagonalization takes this into account.

In the model the 81 lines lie between 12.5 and 15.4 nm. Their strengths are very unequal: the greatest is 9.05, and 40 pairs exceed one percent of it. If all upper states are equally populated, the photon rate of a line is proportional to $E^3\mathcal S$, where $E$ is the photon energy. The mean energy with this weight is 91.1 eV, and

$$
\lambda=\frac{hc}{91.1\ \text{eV}}\approx13.6\ \text{nm}.
$$

Within one percent of 13.5 nm there are 8 pairs, which carry about 38 percent of the summed rate. This share depends strongly on the assumed separation: it is about 23 percent at 87.5 eV and about 32 percent at 88.5 eV. The number of allowed pairs is thus a poor measure of useful emission.

Thermal motion alone would leave most of the model's lines separate. For ions of mass $M$ at a rough temperature of 30 eV, the full Doppler width $\lambda\sqrt{8\ln2\,k_BT/Mc^2}$ is 0.0005 nm at 13.5 nm. The median spacing of neighbouring lines is 0.021 nm, about 40 times larger. With these parameters no spacing is below the Doppler width, but other values could bring two lines closer together. Broadening by plasma fields, self-absorption and a spectrometer is not included.

One assumption that fails seriously in the real ion is that $4d4f$ stands alone. The configuration $4p^54d^3$ is also odd, since $5\cdot1+3\cdot2=11$, and it lies in the same energy region. With rough radial integrals $R^1=15$ eV and $R^3=10$ eV for $4p4f\leftrightarrow4d4d$, the root-mean-square coupling of a $4d4f$ state to all states of $4p^54d^3$ together is about 8 eV. The $4d4f$ levels themselves have a root-mean-square spread of only about 4 eV. Strong mixing must be expected. As a scale, a shift of 8 eV in a 91 eV photon would move a line by about $13.6\times8/91\approx1.2$ nm, so the wavelengths and the 38 percent share above are properties of the model, not predictions for tin.

The count changes in a definite way. The configuration $4p^54d^3$ has 110 levels and 466 allowed pairs with $4d^2$. Mixing conserves the number of odd levels at each $J$, so the two odd configurations together have $81+466=547$ allowed pairs. As long as only these two odd configurations are included, the combined number keeps its meaning under strong mixing, while assigning 81 of the pairs to $4d4f$ becomes a matter of labels. Further odd configurations, such as $4d5p$, would add levels and pairs of their own.

The rules themselves fail under other conditions. A nuclear spin makes $J$ only approximately conserved, an external electric field mixes parities, and magnetic-dipole or electric-quadrupole radiation obeys different rules. The main computed values are collected in the numerical output below.

## Calculated quantities

```
Rough model parameters, regime of Sn12+ (eV):
 F2,F4(4d4d) = 14.0 9.0  F2,F4(4d4f) = 13.0 8.0
 G1,G3,G5(4d4f) = 15.0 10.0 7.0
 zeta_4d, zeta_4f = 0.7 0.05  gap of averages = 88.0
 R1,R3(4p4f;4d4d) = 15.0 10.0
States in 4d2, 4d4f: 45 140
Levels in 4d2, 4d4f: 9 20
4d2 levels for J=0..4: [2, 1, 3, 1, 2]
4d4f levels for J=0..6: [1, 3, 4, 4, 4, 3, 1]
 pairs from 4d2 levels with J=0: 6
 pairs from 4d2 levels with J=1: 8
 pairs from 4d2 levels with J=2: 33
 pairs from 4d2 levels with J=3: 12
 pairs from 4d2 levels with J=4: 22
Allowed pairs by the rules: 81
Nonzero strengths by diagonalization: 81
Pairs if 0-0 were wrongly kept: 83
Pairs allowed in pure LS coupling: 38
Pairs opened by spin-orbit mixing: 43
Total strength (radial integral squared): 54.000000
Strongest line strength (same unit): 9.0536
Weakest allowed strength (same unit): 1.42e-04
Largest forbidden strength (same unit): 5.3e-23
Pairs above 1% of the strongest strength: 40
Wavelength range: 12.52 to 15.43 nm
Rate-weighted mean photon energy: 91.11 eV
Wavelength at that energy: 13.61 nm = 136.1 angstrom
Pairs within 1% of 13.5 nm: 8
Their share of the summed radiative rate: 37.9 %
Neglected 4p5 4d3: number of levels: 110
Allowed pairs 4d2 - 4p5 4d3: 466
Allowed pairs with both odd configurations: 547
Rms coupling of a 4d4f state to 4p5 4d3: 8.05 eV
Rms spread of the 4d4f levels: 4.25 eV
Ion temperature (rough): 30 eV
Doppler full width at 13.5 nm: 0.00052 nm
Median spacing of neighbouring lines: 0.0214 nm
Neighbouring spacings below Doppler width: 0
```
